# WKB transmission through an exponential contact barrier to a two-dimensional semiconductor, part 2

An electron tunnels from a metal (\(x<0\)) into a two-dimensional semiconductor sheet (\(x>0\)) with band edge \(V=\Phi e^{-x/\lambda}\). Energies are measured from the asymptotic band edge. For total energy \(E\) and wave number \(k_y\) along the contact, the longitudinal energy is \(\varepsilon=E-\hbar^2k_y^2/2m\). We seek the transmission \(T\), the transmitted particle current divided by the incident one.

The sheet has mass \(m\); the metal has mass \(m_M\) and wave number \(q\). Define \(\kappa_0=\sqrt{2m\Phi}/\hbar\), \(k=\sqrt{2m\varepsilon}/\hbar\), \(z_0=2\lambda\kappa_0\), \(\nu=2\lambda k\), \(v=\hbar k/m\) and \(v_M=\hbar q/m_M\). In the metal \(\psi=Ae^{iqx}+Be^{-iqx}\), and matching at \(x=0\) gives

\[
A=\frac12\left[\psi(0)+\frac{m_M}{iqm}\psi'(0)\right].
\tag{1}
\]

The WKB exponent, defined by \(T\sim e^{-S}\) without the prefactor, is

\[
S=2\int_{V>\varepsilon}\kappa(x)\,dx .
\tag{2}
\]

Here \(\kappa(x)=\sqrt{2m[V(x)-\varepsilon]}/\hbar\). At the edge, \(\varepsilon=0\), it is \(S_0=4\lambda\kappa_0=2z_0\). Above the edge,

\[
S=2\left[\sqrt{z_0^2-\nu^2}-\nu\arccos\frac{\nu}{z_0}\right],
\tag{6}
\]

with \(S\simeq S_0-\pi\nu\) for small \(\nu\). At the edge WKB fails beyond \(x_*=2\lambda\ln z_0\), where an exponent of 2 is still to be collected.

For a thick uniform barrier, with constant \(\kappa\), \(\psi'(0)\simeq-\kappa\psi(0)\). As \(\varepsilon\to0\) its exponent stays finite, but \(T\to0\) because \(v\to0\).

The example has \(\Phi=0.30\) eV, \(\lambda=1.5\) nm and \(m=0.45\,m_e\), with \(m_e\) the free-electron mass and \(\hbar^2/2m_e=0.0381\) eV nm\(^2\). It gives \(S_0=11.29\).

In the electrostatic model, a charge-free sheet (thickness 0.65 nm, dielectric constant 15) lies midway between gates \(d=2\) nm from its faces, in an insulator of constant 20. The slowest decay length is 1.43 nm. With the metal end face held at \(\Phi\), the full profile is a sum of exponentials, the slowest with amplitude \(1.26\,\Phi\). It has \(S=11.8\) at the edge, against 10.7 for a single exponential of height \(\Phi\) and length 1.43 nm.

### The exact equation and its outgoing solution

The Schrödinger equation is \(\psi''=(\kappa_0^2e^{-x/\lambda}-k^2)\psi\). Use \(z=z_0e^{-x/(2\lambda)}\) as the variable. Since \(dz/dx=-z/(2\lambda)\), each derivative in \(x\) becomes \(-(1/2\lambda)\,z\,d/dz\), and two of them give

\[
\frac{d^2\psi}{dx^2}
=\frac{1}{4\lambda^2}\left(z^2\frac{d^2\psi}{dz^2}+z\frac{d\psi}{dz}\right).
\]

Multiplying the equation by \(4\lambda^2\), and noting that \(4\lambda^2\kappa_0^2e^{-x/\lambda}=z^2\),

\[
z^2\frac{d^2\psi}{dz^2}+z\frac{d\psi}{dz}-(z^2-\nu^2)\psi=0 .
\]

This is the modified Bessel equation, whose last bracket is \(z^2+\mu^2\), with \(\mu^2=-\nu^2\). A solution is the contour integral

\[
I_\mu(z)=\frac{1}{2\pi i}\int_{\infty-i\pi}^{\infty+i\pi}
e^{z\cosh w-\mu w}\,dw .
\tag{7}
\]

To verify it, insert the integral into the equation. Differentiation under the integral produces the factor \(z^2\cosh^2w+z\cosh w-z^2-\mu^2=z^2\sinh^2w+z\cosh w-\mu^2\). The integrand is then the total derivative

\[
\frac{d}{dw}\left[(z\sinh w+\mu)e^{z\cosh w-\mu w}\right].
\]

It integrates to zero, because \(\cosh(s\pm i\pi)=-\cosh s\) makes the exponential vanish at both ends.

The behaviour at small \(z\) follows from \(u=(z/2)e^w\). Then \(z\cosh w=u+z^2/(4u)\), \(dw=du/u\) and \(e^{-\mu w}=(z/2)^\mu u^{-\mu}\). The contour now comes from \(-\infty\) below the negative axis, circles the origin and returns above the axis. As \(z\to0\) the term \(z^2/(4u)\) drops out, and Hankel's integral for the reciprocal gamma function gives

\[
I_\mu(z)\to\frac{(z/2)^\mu}{\Gamma(1+\mu)} .
\]

Far from the contact \(z\to0\). With \(\mu=-i\nu\), \(z^{-i\nu}=z_0^{-i\nu}e^{i\nu x/(2\lambda)}=z_0^{-i\nu}e^{ikx}\). This is the outgoing wave for the time factor \(e^{-i\varepsilon t/\hbar}\), so \(\psi=I_{-i\nu}(z)\) is the required solution.

Its far amplitude \(C\) has the squared modulus \(|C|^2=1/|\Gamma(1-i\nu)|^2\), since \((z_0/2)^{-i\nu}\) has modulus one. The recurrence and reflection formulas of the gamma function give

\[
|\Gamma(1-i\nu)|^2=i\nu\,\Gamma(i\nu)\Gamma(1-i\nu)
=\frac{i\nu\pi}{\sin(i\pi\nu)}=\frac{\pi\nu}{\sinh\pi\nu}.
\]

Hence \(|C|^2=\sinh(\pi\nu)/(\pi\nu)\).

### The transmission vanishes at the edge

At the contact \(\psi(0)=I_{-i\nu}(z_0)\). Because \(dz/dx=-\kappa_0\) there, \(\psi'(0)=-\kappa_0I'_{-i\nu}(z_0)\), where the prime on \(I\) means \(d/dz\). With \(A\) from equation (1), the current ratio is

\[
T=\frac{v|C|^2}{v_M|A|^2}
=\frac{v}{v_M|A|^2}\,\frac{\sinh\pi\nu}{\pi\nu}.
\tag{8}
\]

No WKB step enters here. As \(k\to0\), the factor \(\sinh(\pi\nu)/(\pi\nu)\) tends to one and \(A\) tends to a nonzero constant: \(I_0(z_0)\) is positive, and the slope term in (1) is imaginary relative to it. What remains is

\[
T\propto v\propto\sqrt\varepsilon .
\]

At the band edge the transmission is therefore zero, and \(e^{-S_0}\) is not its value there. This is the result of the uniform barrier again: attenuation stays finite while escape stops.

In the example, doubling \(k\) by raising \(\varepsilon\) from 2.5 to 10 neV multiplied the exact \(T\) by 2.00000. The Bessel solution was also compared with direct integration of the Schrödinger equation at 1, 25, 100 and 400 meV. The largest relative difference was \(1.4\times10^{-10}\).

### The thick barrier

To recover an exponent from (8), \(I_{-i\nu}(z)\) is needed for large \(z\), with \(\nu<z\). The exponent in (7) is \(h(w)=z\cosh w+i\nu w\). It is stationary where \(z\sinh w=-i\nu\), which is satisfied by \(w=-i\theta\) with

\[
\sin\theta=\frac{\nu}{z},\qquad 0\le\theta<\frac{\pi}{2}.
\]

Define \(R=z\cos\theta=\sqrt{z^2-\nu^2}\). On the imaginary axis \(w=i\varphi\), the function \(h=z\cos\varphi-\nu\varphi\) is real. At \(\varphi=-\theta\) it has the value \(R+\nu\theta\) and the second derivative \(-R\), so it is a maximum. The Gaussian integral through that maximum is

\[
I_{-i\nu}(z)\simeq\frac{1}{2\pi i}\,i\,e^{R+\nu\theta}\sqrt{\frac{2\pi}{R}}
=\frac{e^{R+\nu\theta}}{\sqrt{2\pi R}} .
\tag{9}
\]

The rest of the contour must be shown to be small. Above the maximum, follow the axis to \(i\pi\) and then run to \(\infty+i\pi\). The integrand decreases in modulus all the way. Below it, follow the axis down to \(-i(\pi-\theta)\), where \(h\) has its neighbouring minimum, and then run horizontally to infinity. On that line, with \(w=s-i(\pi-\theta)\),

\[
\mathrm{Re}\,h=-R\cosh s+\nu(\pi-\theta),
\]

which falls with \(s\). The end of this line can be moved to \(\infty-i\pi\) without changing the integral, since \(\mathrm{Re}\cosh w\) is negative throughout the strip between them. Relative to the maximum, the integrand on the line is at most

\[
e^{-2R+\nu(\pi-2\theta)}=e^{-2[R-\nu\arccos(\nu/z)]} ,
\]

because \(\pi/2-\theta=\arccos(\nu/z)\). At \(z=z_0\) this equals \(e^{-S}\) by (6). Formula (9) therefore requires \(R\gg1\), so that the maximum is narrow, and \(e^{-S}\ll1\). Both conditions fail near the top of the barrier.

Differentiating (7) with respect to \(z\) multiplies the integrand by \(\cosh w\), which is \(\cos\theta=R/z\) at the maximum. Thus \(I'\simeq(R/z)I\). Let \(R_0\) and \(\theta_0\) denote the values at \(z=z_0\), and let \(\kappa_\varepsilon=\sqrt{\kappa_0^2-k^2}\), so that \(R_0=2\lambda\kappa_\varepsilon\). Then

\[
\psi'(0)\simeq-\kappa_0\frac{R_0}{z_0}\psi(0)=-\kappa_\varepsilon\psi(0).
\]

This is the slope found for the uniform barrier. With \(v_b=\hbar\kappa_\varepsilon/m\), equations (1) and (9) give

\[
|A|^2\simeq\frac14\left(1+\frac{v_b^2}{v_M^2}\right)
\frac{e^{2R_0+2\nu\theta_0}}{2\pi R_0}.
\]

Insert this in (8) and write \(v=\hbar\nu/(2\lambda m)\). The factor \(\nu\) cancels, and \(\hbar R_0/(2\lambda m)=v_b\):

\[
T\simeq8\sinh(\pi\nu)\frac{v_bv_M}{v_b^2+v_M^2}\,e^{-2R_0-2\nu\theta_0}.
\]

The number 8 is the product of 4 from \(|A|^2\) and \(2\pi\) from the Gaussian, divided by the \(\pi\) in \(|C|^2\). Replacing \(\arccos(\nu/z_0)\) by \(\pi/2-\theta_0\) in (6) gives \(2R_0+2\nu\theta_0=S+\pi\nu\). Since \(2\sinh(\pi\nu)e^{-\pi\nu}=1-e^{-2\pi\nu}\),

\[
T\simeq\frac{4v_bv_M}{v_b^2+v_M^2}
\left(1-e^{-2\pi\nu}\right)e^{-S(\varepsilon)} .
\tag{10}
\]

The three factors describe matching to the metal, escape near the threshold and attenuation.

### Two limits of the thick-barrier formula

For \(\nu\gg1\) the bracket in (10) tends to one, and the WKB exponential remains with its matching factor. The tail is then cut off at a turning point where the outgoing wave forms without a threshold penalty.

For fixed \(\nu\) and \(z_0\to\infty\), \(R_0\simeq z_0-\nu^2/(2z_0)\) and \(\nu\theta_0\simeq\nu^2/z_0\). Thus \(2R_0+2\nu\theta_0\to2z_0=S_0\), and

\[
T\to8\sinh(\pi\nu)\frac{v_bv_M}{v_b^2+v_M^2}\,e^{-S_0}.
\tag{11}
\]

Here \(v_b\) may be taken as \(\hbar\kappa_0/m\). This is the precise sense in which \(S_0\) is the band-edge exponent: it governs the decrease of \(T\) with \(\lambda\) when \(\nu=2\lambda k\) is held fixed, so that the energy approaches the edge as \(1/\lambda^2\). At fixed energy the exponent is instead \(S(\varepsilon)\), which is smaller.

This was tested on the exact transmission (8) with \(\nu=0.3\) and the example's \(m\) and \(\Phi\). Between \(\lambda=10\) and 40 nm the mean slope of \(-\ln T\) was 7.5293 nm\(^{-1}\), against \(4\kappa_0=7.5295\) nm\(^{-1}\). The exact \(T\) lay 0.60% below (11) at 10 nm and 0.15% below at 40 nm. The error fell by about four when \(\lambda\) rose by four, as expected for a correction of order \(1/z_0\).

### The example above the edge

The parameters are again \(\Phi=0.30\) eV, \(\lambda=1.5\) nm and \(m=0.45\,m_e\). The metal has the free mass and 5 eV of kinetic energy at \(\varepsilon=0\). At \(\varepsilon=25\) meV,

\[
\kappa_\varepsilon=\sqrt{\frac{0.45\times0.275}{0.0381}}=1.80\ \mathrm{nm}^{-1},\qquad
q=\sqrt{\frac{5.025}{0.0381}}=11.5\ \mathrm{nm}^{-1}.
\]

In units of \(\hbar/m_e\), \(v_b=1.80/0.45=4.0\) nm\(^{-1}\) and \(v_M=11.5\) nm\(^{-1}\), so the matching factor \(4v_bv_M/(v_b^2+v_M^2)\) is 1.24. With \(\nu=1.63\) the threshold bracket is nearly one. The exponent is \(S=6.65\), and \(T\simeq1.24\,e^{-6.65}=1.6\times10^{-3}\). Exact and approximate values are:

| \(\varepsilon\) (meV) | \(S\) | exact \(T\) | formula (10) |
|---:|---:|---:|---:|
| 1 | 10.29 | \(3.71\times10^{-5}\) | \(3.81\times10^{-5}\) |
| 10 | 8.24 | \(3.23\times10^{-4}\) | \(3.34\times10^{-4}\) |
| 25 | 6.65 | \(1.55\times10^{-3}\) | \(1.61\times10^{-3}\) |
| 75 | 3.87 | \(2.17\times10^{-2}\) | \(2.39\times10^{-2}\) |

Relative to the exact values, the formula is high by 3% at 1 meV and by 10% at 75 meV. When \(\lambda\) was made ten times longer at the same four energies, each relative error fell to less than a fifth of its value.

### Temperature

Consider electrons injected from a metal whose Fermi level lies several \(k_B\Theta\) below the asymptotic edge, where \(\Theta\) is the temperature. The occupation is then proportional to \(e^{-E/k_B\Theta}\). For each \(k_y\), the current per interval of \(\varepsilon\) is proportional to \(T\,d\varepsilon\), since velocity times \(dk\) equals \(d\varepsilon/\hbar\). If the weak dependence of \(v_M\) on \(k_y\) is ignored, the integral over \(k_y\) is a common factor. The effective transmission is

\[
\langle T\rangle=\frac{1}{k_B\Theta}\int_0^\infty
T(\varepsilon)e^{-\varepsilon/k_B\Theta}\,d\varepsilon .
\]

With the exact \(T\) this gives \(2.8\times10^{-4}\) at 77 K and \(5.2\times10^{-3}\) at 300 K. These are about 22 and 420 times \(e^{-S_0}\). The integrand peaks at 9 meV and 69 meV respectively. At 300 K only 0.09% of the integral comes from energies above the barrier top, so the carriers still tunnel, but well above the edge. In this model the band-edge exponent alone does not give the room-temperature current.

### Corrections to the model

The image force lowers the barrier. An electron at distance \(x\) from a plane metal is attracted by its image at distance \(2x\). In a medium of dielectric constant \(K\) the force is \(e^2/[4\pi\epsilon_0K(2x)^2]\), and the work against it from \(x\) to infinity gives the energy \(-e^2/(16\pi\epsilon_0Kx)\). Adding this to \(V\) and integrating \(\kappa\) where the sum is positive reduces \(S\) at \(\varepsilon=0\) from 11.3 to 8.8 for \(K=20\), and to 3.8 for \(K=4\). The first value stands for a static response of the insulator and the second for a fast electronic one. This estimate omits the gates, and the omission is large. An unscreened attractive \(1/x\) tail removes the far part of the barrier, and it also removes the threshold law, leaving \(T\) finite as \(\varepsilon\to0\). Gates at distance \(d\) on both sides add further images. Measured from its far value, the energy becomes \(-[e^2/(16\pi\epsilon_0K)]\sum_{n=-\infty}^{\infty}(-1)^n/\sqrt{x^2+n^2d^2}\), which decays over about \(d/\pi\). For \(d=2\) nm this is faster than the barrier decays. The exponent then falls only to 10.7 for \(K=20\) and to 9.4 for \(K=4\), and the law \(T\propto\sqrt\varepsilon\) survives. Both estimates omit the polarization of the sheet, so they show sensitivity and do not supply a corrected exponent.

The band gap \(E_g\) also changes the decay. In a symmetric two-band model, \(\kappa^2=(2mV/\hbar^2)(1-V/E_g)\) at \(\varepsilon=0\). Expanding the root for \(\Phi\ll E_g\) subtracts a term with \(\int_0^\infty e^{-3x/(2\lambda)}dx=2\lambda/3\), one third of the original integral, so

\[
S\simeq S_0\left(1-\frac{\Phi}{6E_g}\right).
\]

For \(E_g=2.0\) eV this gives 11.0, as does the full integral.

### Comparison with a real contact

The mass, barrier and gap used here are rough values for monolayer MoS\(_2\) with a metal edge contact. In the charge-free model above, a decay length of 1.5 nm goes with gates about 2 nm away on both sides, in an insulator of high dielectric constant. That is an aggressive geometry, and gates farther off make \(\lambda\) longer. For the pure exponential the contact field \(\Phi/(e\lambda)\) is 2 MV/cm, within reach of the few MV/cm at which such insulators roughly break down, so little margin can be assumed. In the ideal gate geometry the field in the insulator is higher still near the corners where the metal end face meets the gates, and it diverges at the corners themselves. A real device needs a gap between metal and gates there, which changes the profile near the contact. Real contacts can also have interface states, disorder and free carriers in the sheet, all of which alter \(V(x)\) and are not sized here. Among the effects that were sized at the band edge, the image force depends most on the surroundings. Without gates it lowers the exponent by 2.5 to 7.5, which multiplies \(e^{-S}\) by about 13 to 1800. With the gates 2 nm away that go with this decay length, it lowers the exponent by only 0.6 to 1.9, a factor of about 2 to 7. That is comparable to the full electrostatic profile, which raises the exponent by about 1 over the single exponential of length 1.43 nm. The value \(e^{-S_0}\approx10^{-5}\) therefore belongs to the stated potential and is not a prediction for a fabricated contact. The numerical output below lists the values behind these estimates, apart from the gate-screened image terms.

## Numbers as computed

```
INPUTS (rough, monolayer MoS2 edge-contact regime)
barrier height Phi = 0.30 eV
decay length lambda = 1.50 nm
effective mass = 0.45 electron masses
metal kinetic energy at edge = 5.0 eV
hbar^2/(2 m_e) = 0.038100 eV nm^2
BAND-EDGE RESULT
kappa0 = 1.8824 1/nm
z0 = 2 lambda kappa0 = 5.6471
WKB exponent S0 = 11.2942
exp(-S0) = 1.2445e-05
WKB fails beyond x* = 5.193 nm
action left beyond x* = 2.0000
ENERGY ABOVE EDGE: meV, nu, S, exact T, approximate T
  1.0 0.3260 10.2888 3.7059e-05 3.8131e-05
 10.0 1.0310 8.2440 3.2283e-04 3.3359e-04
 25.0 1.6302 6.6468 1.5486e-03 1.6144e-03
 75.0 2.8236 3.8674 2.1749e-02 2.3901e-02
CHECKS
largest Bessel/integration mismatch = 1.4e-10
T ratio when k doubles near edge = 2.00000
-d ln T/d lambda at fixed nu = 7.52934 1/nm
4 kappa0 = 7.52949 1/nm
thick-law error, lambda 10 nm = -0.600 %
thick-law error, lambda 40 nm = -0.148 %
NEGLECTED EFFECTS
gate distance = 2.0 nm, insulator constant = 20
sheet constant = 15, thickness = 0.65 nm
lowest-mode decay length = 1.427 nm
lowest-mode share at contact = 1.258
S, single exponential of that length = 10.744
S, full electrostatic profile = 11.750
S with image force, constant 20 = 8.761
S with image force, constant 4 = 3.808
S with two-band dispersion, gap 2.0 eV = 11.005
contact field Phi/(e lambda) = 2.00 MV/cm
77 K: thermal energy = 6.64 meV
77 K: mean T = 2.765e-04
77 K: share above barrier = 4.03e-15 %
77 K: most weighted energy = 9.0 meV
300 K: thermal energy = 25.85 meV
300 K: mean T = 5.247e-03
300 K: share above barrier = 0.0889 %
300 K: most weighted energy = 69.2 meV
```
